# Why Born tensors in monoclinic hafnia have nine components but permittivity four

## The symmetry argument

The Born tensor of an ion describes one site; the permittivity describes the whole crystal. Symmetry constrains the first through the operations that leave that site in place, and the second through every rotation and reflection of the crystal.

Monoclinic hafnia has space group $P2_1/c$. Take Cartesian axes $x\parallel a$, $y\parallel b$ and $z\parallel c^*$, with $b$ the unique axis. Apart from lattice translations there are four operations: the identity, a twofold screw rotation, inversion and a glide reflection. Their rotational parts are

$$R=\pm\,\mathrm{diag}(1,1,1),\qquad R=\pm\,\mathrm{diag}(-1,1,-1).$$

The crystal is taken as perfect, insulating and nonmagnetic, with a fixed cell. Let $u_i$ displace ion $i$ together with all its periodic images, and define

$$Z_{i,ab}=\Omega\left.\frac{\partial P_a}{\partial u_{i,b}}\right|_{E=0},$$

where $\Omega$ is the cell volume, $P$ the polarization and $E$ the macroscopic field. The first index is the direction of polarization, the second that of displacement.

Suppose an operation carries ion $i$ to ion $j$. It turns the displacement $u$ into $Ru$ and the polarization change $Z_iu/\Omega$ into $RZ_iu/\Omega$. The operated crystal is the same crystal with ion $j$ displaced by $Ru$, so $Z_jRu=RZ_iu$ for every $u$. Since $R^{-1}=R^T$,

$$Z_j=RZ_iR^T. \tag{1}$$

This restricts $Z_i$ itself if $j=i$; otherwise it gives the tensor of another ion. Hf, O1 and O2 each occupy a general position, which the identity alone leaves fixed. Equation (1) then reads $Z_i=Z_i$, and all nine components are free.

The permittivity belongs to no particular ion, so $\varepsilon=R\varepsilon R^T$ for all four operations. For $R=\mathrm{diag}(-1,1,-1)$ the components $xy,yx,yz,zy$ change sign and must vanish. Inversion adds nothing, because its two minus signs cancel. Five components remain: $xx,yy,zz,xz,zx$. The reduction to four needs a second argument.

## The contribution of index exchange

Let $H(u,E)$ be the electric enthalpy per cell, with the electrons relaxed. Its differential is

$$dH=-\sum_iF_i\cdot du_i-\Omega P\cdot dE,$$

where $F_i$ is the force on sublattice $i$. Equality of the mixed second derivatives gives

$$Z_{i,ab}=-\frac{\partial^2H}{\partial E_a\,\partial u_{i,b}}=\frac{\partial F_{i,b}}{\partial E_a}. \tag{2}$$

The Born tensor is thus also the force per unit field. Equation (2) exchanges the order of differentiation, but $a$ still labels a field and $b$ a displacement. It does not imply $Z_{ab}=Z_{ba}$, which would compare two different experiments: field along $a$ with force along $b$, and field along $b$ with force along $a$.

For the permittivity both derivatives are taken with respect to the field. In Gaussian form,

$$\varepsilon_{ab}=\delta_{ab}+4\pi\frac{\partial P_a}{\partial E_b}
=\delta_{ab}-\frac{4\pi}{\Omega}\frac{\partial^2H}{\partial E_a\,\partial E_b}.$$

Exchanging the derivatives now exchanges $a$ and $b$, so $\varepsilon_{xz}=\varepsilon_{zx}$ and four components remain. The argument needs an enthalpy, hence a static, lossless response.

The two contributions can be counted. In the order used above, the point group removes four of the nine components and index exchange removes one more; in the reverse order, index exchange removes three and the point group two more. The split depends on the order, the total of five does not. Neither acts on a Born tensor at a general position.

A trivial site group is sufficient for nine components, but not necessary. An ion on an inversion centre also keeps nine, because $(-1)Z(-1)=Z$. An ion on a twofold axis or a mirror plane keeps five.

## What the rest of the cell adds

The cell holds twelve ions in three sets of four. By (1), one tensor per set determines the other three, which leaves $3\times9=27$ numbers.

A rigid translation $u$ of the neutral crystal changes the cell dipole by total charge times $u$, which is zero. Hence

$$\sum_iZ_i=0. \tag{3}$$

The sum over one set is $\sum_RRZR^T$. Its $xy,yx,yz,zy$ components cancel in pairs by symmetry, so (3) adds no condition there. It adds one condition for each of $xx,yy,zz,xz,zx$, leaving $27-5=22$ free numbers. "Nine independent components" therefore refers to one tensor; the twelve tensors are linked. Any one representative may still take nine arbitrary values, since another set can satisfy (3).

## A microscopic source of the asymmetry

Symmetry permits $Z_{ab}\ne Z_{ba}$ without saying what produces it. A crystal of point ions with charges $q_i$ and polarizabilities $\alpha_i$ gives one mechanism. Let $\varphi(r)$ be the potential of a periodic array of unit charges in a neutralizing background, and let

$$T_{jk,ab}=\partial_a\partial_b\varphi(r_j-r_k),$$

with an ion's own singular term removed when $j=k$. The field of the charges at ion $j$ is $E^0_j=-\sum_{k\ne j}q_k\nabla\varphi(r_j-r_k)$. At zero macroscopic field the dipoles satisfy

$$p_j=\alpha_j\Big(E^0_j+\sum_kT_{jk}p_k\Big)
=\alpha_jE^0_j+\alpha_j\sum_kT_{jk}\alpha_kE^0_k+\dots$$

Moving ion $i$ changes the charge field at $j$ by $G_{ji}u_i$. For $j\ne i$ the source moves, and the two minus signs give $G_{ji}=q_iT_{ji}$. For $j=i$ the observation point moves, which gives $G_{ii}=-\sum_{k\ne i}q_kT_{ik}$. Both are second derivatives of a potential and are symmetric in $a,b$. To first order in polarizability,

$$Z_i=q_iI+\sum_j\alpha_jG_{ji},$$

which is symmetric. The second-order part is

$$Z^{(2)}_{i,ab}=\sum_{jk}\alpha_j\alpha_k\left[\sum_c\frac{\partial T_{jk,ac}}{\partial u_{i,b}}E^0_{k,c}+(T_{jk}G_{ki})_{ab}\right].$$

The first term contains third derivatives of $\varphi$ and is symmetric in $a,b$. In the second, the transpose of $TG$ is $GT$, so the antisymmetric part is

$$\frac12\sum_{jk}\alpha_j\alpha_k\,(T_{jk}G_{ki}-G_{ki}T_{jk}).$$

In this model the asymmetry starts when one induced dipole polarizes another and the two symmetric matrices do not commute. For Hf in the structure below, raising all polarizabilities from 0.01 to 0.02 of their working values multiplies the antisymmetric part by 4.01, as a second-order effect requires. At the working values this term alone has a norm of $0.11\,e$, about half of the full antisymmetric part; higher orders supply the rest.

High site symmetry suppresses it. In cubic fluorite every $T_{jk}$ is isotropic. The background makes its trace $4\pi/\Omega$, so $T_{jk}=(4\pi/3\Omega)I$, with $\Omega$ the primitive cell volume. By neutrality $G_{ii}$ equals $q_i(4\pi/3\Omega)I$, the same as every $G_{ji}$. Each ion therefore sees the uniform field $4\pi q_iu/3\Omega$. The static dipoles vanish, so changes in $T$ do not contribute. Multiplying the field by the electronic response $\Omega(\varepsilon_\infty-1)/4\pi$ and adding the moved charge gives

$$Z_i=q_i+q_i\frac{\varepsilon_\infty-1}{3}=q_i\frac{\varepsilon_\infty+2}{3}.$$

With $q_{\rm Hf}=2.4\,e$ and $\varepsilon_\infty=4.753$ this is $2.4\times6.753/3=5.40\,e$, in agreement with direct displacement of the ion.

## A monoclinic example

The same model is now given rounded, rough coordinates of monoclinic hafnia. The charges are $2.4\,e$ for Hf and $-1.2\,e$ for O; the polarizabilities are 0.0010 and 0.0017 nm$^3$. This is a classical model, not a first-principles calculation. The digits below belong to these inputs: in a nearby structure, with cell lengths changed by less than 0.001 nm and fractional coordinates by up to 0.004, components shift by up to $0.19\,e$ and the antisymmetric shares become 2.0%, 3.2% and 1.7%. Its Born tensors, in units of $e$, include

$$Z_{\rm Hf}=\begin{pmatrix}6.30&-0.49&0.28\\-0.32&6.87&0.17\\0.15&0.38&5.53\end{pmatrix},$$

$$Z_{\rm O1}=\begin{pmatrix}-4.01&2.77&-0.24\\3.11&-3.67&-1.49\\-0.23&-1.34&-2.48\end{pmatrix}.$$

Computing the tensors from forces under a field, instead of polarization under displacement, changes no component of any ion by more than $2\times10^{-7}\,e$. This tests (2), and the asymmetry survives it.

For Hf the halved differences of the $xy$, $xz$ and $yz$ pairs are $-0.087$, $0.062$ and $-0.106\,e$. The norm of the antisymmetric part is $\sqrt{2(0.087^2+0.062^2+0.106^2)}=0.21\,e$, or 2.0% of the total norm, $10.9\,e$. The shares for O1 and O2 are 3.4% and 1.5%.

The second row of $Z_{\rm Hf}$ gives the force in a field along $y$: $(-0.32,\,6.87,\,0.17)E_y$. On the screw-related Hf it is $(0.32,\,6.87,\,-0.17)E_y$. The sideways forces are real on each ion and cancel in the average. The averaged Hf tensor keeps $xz=0.28$ and $zx=0.15\,e$, still unequal: averaging imposes the point group, not index exchange.

The sum rule can be read from the $xz$ entries of Hf, O1 and O2: $0.276-0.245-0.032=0$ within rounding. The $xy$ entries of these representatives sum to $-0.49+2.77+0.63\approx2.9\,e$; their symmetry partners cancel that sum.

A single crystal could conceal a further linear relation. In 34 crystals of the same space group, fractional coordinates were varied by up to 0.03, and oxygen charges and all polarizabilities by up to 20%, with Hf keeping the cell neutral. The 27 numbers spanned 22 directions: the 22nd singular value was $0.095\,e$, the 23rd $10^{-7}\,e$. The nine components of each representative spanned nine directions. Within this model, no linear relation beyond the sum rule appears.

## Weighing the terms in the permittivity

For small displacements, collect all $u_i$ in one vector and all $Z_i$ in a $3\times36$ matrix $Z$. With force constants $K$ at zero field,

$$H=H_0+\tfrac12u^TKu-E^TZu-\frac{\Omega}{8\pi}E^T(\varepsilon_\infty-I)E.$$

Inversion forbids a spontaneous polarization, so there is no term linear in $E$ alone. Minimization gives $Ku=Z^TE$. By (3) the forces have no net translational part, so $u=K^+Z^TE$, where $K^+$ is the inverse with uniform translations excluded. Substitution turns the two $u$ terms into $-\frac12E^TZK^+Z^TE$, hence

$$\varepsilon_0=\varepsilon_\infty+\frac{4\pi}{\Omega}ZK^+Z^T.$$

The added term is symmetric even when every $Z_i$ is not. The screw operation maps each ion-pair term $Z_iK^+_{ij}Z_j^T$ to another with reversed $xy$ and $yz$ elements, so these cancel over the cell.

In the example $K$ consists of central springs between all ions closer than 0.40 nm, with stiffness proportional to $e^{-r/\ell}$ and $\ell=0.05$ nm. They are chosen separately from the electrostatic model and scaled to make the mean lattice contribution 12. With $K$ held fixed:

| Born tensors used | $xx$ | $yy$ | $zz$ | $xz$ |
|---|---:|---:|---:|---:|
| full | 16.7 | 19.4 | 14.2 | 0.31 |
| symmetrized | 16.8 | 19.3 | 14.2 | 0.30 |
| diagonal part | 19.9 | 24.9 | 15.2 | −2.03 |

The electronic part of the full diagonal is 4.8, 5.0 and 4.6. Dropping the antisymmetric parts moves the diagonal by at most 0.3%. Dropping all off-diagonal components raises $yy$ by 29% and reverses the sign of $xz$. Off-diagonal forces thus matter here although $\varepsilon_{xy}=0$. Their own quadratic contribution to $yy$ cannot be negative, so the reduction they cause comes from interference with the diagonal forces. These sizes depend strongly on the springs: with $\ell=0.03$, $0.08$ and $0.15$ nm, rescaled in the same way, dropping the off-diagonal components changes $yy$ by $+111\%$, $+6\%$ and $-5.5\%$, and symmetrizing moves the diagonal by up to 0.7%. The diagonal part also depends on the axes: with $x\parallel a^*$ and $z\parallel c$, $xz$ goes from $-0.10$ to $-1.95$ without a change of sign.

## Real hafnia and gate stacks

First-principles Born charges of Hf are roughly $5\,e$, and the largest off-diagonal oxygen components roughly $1\,e$. The model's $3\,e$ for O1 is therefore far too large. For this reason, and because the springs are arbitrary, neither the 29% nor the 0.3% above should be carried over to the material. Its mean static permittivity, 16.8, has a realistic rough size, but the lattice part was set by choice. Covalent charge transfer is missing and its effect is not estimated here. Smearing each ion over 0.05 nm lowers the Hf diagonal to 4.9, 5.2 and $4.6\,e$; raising all polarizabilities by 10% instead changes a Hf component by up to $1.7\,e$. The model's magnitudes are thus only rough, and the largest O1 off-diagonal components are too large by a factor of two to three, while the component count is unaffected.

Gate dielectrics are often polycrystalline or amorphous, which breaks the single-crystal assumption. For many randomly oriented grains, uniform trial fields and uniform trial displacement fields bound the effective permittivity by the arithmetic and harmonic means of the principal values, here 16.8 and 16.5. One number then replaces four, although each ion inside a grain keeps its own tensor.

A field of 5 MV/cm, already in the range where hafnia films break down, applied along $(1,1,1)$ in $x,y,z$ shifts ions by up to 0.0012 nm with the centroid of the cell held fixed, and by up to 0.0020 nm relative to one another. The shift alone changes a Born component of the representative Hf by up to $0.12\,e$, and by $0.13\,e$ once the field also acts on the dipoles; over all four Hf ions the change then reaches $0.14\,e$. With harmonic displacements only, the resulting forbidden part of $\varepsilon_\infty$ is $5\times10^{-4}$; anharmonic displacements, omitted here, could contribute at the same order. Inversion reverses the field but leaves a second-rank tensor unchanged, so this part begins at second order; halving the field reduces it by a factor of 4.0. The lattice term, evaluated with the changed Born tensors and the same $K$, has a larger forbidden part, about 0.03, also of second order. The field also shifts the effective force constants; relaxing ions and dipoles together in the field, with the springs still harmonic, gives a total forbidden part of about 0.09, which falls about fourfold at half the field and is still small beside the diagonal.

At 300 K, harmonic quantum motion of a single periodically repeated cell changes Hf components by about $0.5\,e$ rms in this model, comparable with the largest static off-diagonal one. An instantaneous configuration therefore need not obey (1) or the four-component form. The symmetry statements apply to the ideal structure and to thermal averages that preserve its space group. The remaining values are in the numerical output below.

## Numbers as computed

```
Cell a, b, c [nm]: 0.512 0.517 0.529; beta [deg]: 99.2
Cell volume [nm^3]: 0.13823
Hf fractional x y z: 0.276 0.040 0.208; charge [e]: 2.4; polarizability [nm^3]: 0.0010
O1 fractional x y z: 0.070 0.332 0.345; charge [e]: -1.2; polarizability [nm^3]: 0.0017
O2 fractional x y z: 0.450 0.757 0.479; charge [e]: -1.2; polarizability [nm^3]: 0.0017
Oxygen neighbours of Hf within 0.27 nm: 7
Operations that fix an atom (identity included): 1
Free components for site group 1, 2, -1, m: 9 5 9 5
Free permittivity components: 4
Free components of an orbit-averaged Born tensor: 5
Free Born numbers in cell, before sum rule: 27
Free Born numbers in cell, after sum rule: 22
Tensors below: rows = polarization x,y,z; columns = displacement x,y,z
Born Hf [e]:   6.3045  -0.4941   0.2760 |  -0.3209   6.8693   0.1718 |   0.1521   0.3828   5.5289
Born O1 [e]:  -4.0119   2.7706  -0.2445 |   3.1075  -3.6702  -1.4910 |  -0.2309  -1.3414  -2.4839
Born O2 [e]:  -2.2926   0.6277  -0.0315 |   0.6125  -3.1992   0.7371 |   0.0788   0.7464  -3.0450
Born Hf, twofold-screw partner [e]:   6.3045   0.4941   0.2760 |   0.3209   6.8693  -0.1718 |   0.1521  -0.3828   5.5289
Born Hf, orbit average [e]:   6.3045   0.0000   0.2760 |  -0.0000   6.8693  -0.0000 |   0.1521  -0.0000   5.5289
Hf antisymmetric / total norm [%]: 1.950
O1 antisymmetric / total norm [%]: 3.449
O2 antisymmetric / total norm [%]: 1.530
Largest difference of the two Born roads [e]: 1.7e-07
Antisymmetric part, ratio on doubling weak polarizability: 4.010
Sampled crystals: 34; singular values 22 and 23 [e]: 9.54e-02 1.16e-07
Smallest of nine singular values, Hf O1 O2 [e]: 5.46e-01 7.09e-01 3.72e-01
Cubic control: eps_inf 4.7532; Born Hf and O [e]: 5.4025 -2.7013
Chosen mean lattice permittivity: 12.0
Electronic permittivity [1]:   4.7759   0.0000   0.1904 |   0.0000   4.9692  -0.0000 |   0.1904  -0.0000   4.5761
Static permittivity [1]:  16.7333   0.0000   0.3112 |   0.0000  19.3665  -0.0000 |   0.3112  -0.0000  14.2213
Static, Born diagonals only [1]:  19.8702  -0.0000  -2.0283 |  -0.0000  24.9351   0.0000 |  -2.0283   0.0000  15.2120
Static, Born tensors symmetrized [1]:  16.7834   0.0000   0.3034 |   0.0000  19.3479  -0.0000 |   0.3034  -0.0000  14.2103
Cell-periodic phonon energies, min and max [meV]: 15.23 86.73
Born Hf, ions smeared by 0.05 nm [e]:   4.8972  -0.3097   0.2853 |  -0.2442   5.2085   0.1213 |   0.1815   0.3023   4.6068
Mean eps_inf, point and smeared ions: 4.7737 4.2974
Largest Born Hf change, polarizability +10% [e]: 1.7411
Gate field along (1,1,1) in x,y,z [MV/cm]: 5.0
Largest ion displacement in gate field [nm]: 0.001178
Largest Born Hf change in gate field [e]: 0.11938
Forbidden eps_inf part in gate field: 5.30e-04; ratio to half field: 4.002
Temperature [K]: 300; rms displacement component [nm]: 0.00511
Rms thermal change of a Born Hf component [e]: 0.4857
```
